\section*{Single-Site T-Matrix and Low-Frequency Resonance of a Heavy Mass Defect, part 1}

(Sections cited here and not found follow in the second part.)

\section{First half: from a heavy atom on a spring to the T-matrix}

\subsection{A number to explain}

Put terbium atoms on 0.2\,\% of the sites of a magnesium-like crystal. If each atom scatters a phonon once, a phonon of 6.84\,meV acquires a decay width $\hbar/\tau=0.0225$\,meV. When repeated scattering from the same atom is included, the width to first order in the impurity concentration is 0.2554\,meV, eleven times larger. At 11\,meV the correction goes the other way: repeated scattering reduces the width from 0.1825 to 0.0347\,meV. The impurities and their number are the same in both cases. What reverses the correction is the frequency dependence of the denominator of the single-site T-matrix.

The algebra uses atomic units, so $\hbar=1$ and a frequency is also an energy. The example uses meV, nm and K. The lattice is harmonic, has one atom of mass $M$ per cell, and every site has cubic symmetry. One atom is replaced by an atom of mass $M'$ with all springs unchanged. The effect of changed springs is estimated in the second half.

\subsection{The simplest case: a static spring}

Let $\Phi$ be the force-constant matrix of the host and $D=\Phi/M$ its dynamical matrix. Pull on atom 0 with a constant force $F$ along a cubic axis. The static displacements obey $\Phi u=F$, so
\begin{equation}
u_0=(\Phi^{-1})_{00}F=\frac{1}{M}(D^{-1})_{00}F .
\end{equation}
The eigenvalues of $D$ are the squared mode frequencies. By cubic symmetry, shown below, the site element of $D^{-1}$ is the plain average over all modes,
\begin{equation}
(D^{-1})_{00}=\mu\equiv\langle\omega^{-2}\rangle .
\end{equation}
In three dimensions this average is finite, because the number of acoustic modes per frequency interval falls as $\omega^2$ and cancels the divergence of $\omega^{-2}$. The host therefore holds atom 0 with static stiffness
\begin{equation}
K=\frac{F}{u_0}=\frac{M}{\mu}.
\end{equation}
If a very heavy atom moves so slowly that the host follows statically, then
\begin{equation}
M'\omega^2=K\quad\Longrightarrow\quad \omega^2=\frac{M}{M'\mu}.
\label{eq:static}
\end{equation}

To put in numbers, take an fcc host with nearest-neighbour central springs $k$. For a wave vector $\mathbf q$ and unit polarization $\mathbf e$, with $\mathbf R$ running over the twelve neighbours in directions $\hat{\mathbf n}$,
\begin{equation}
\mathbf e\cdot D(\mathbf q)\cdot\mathbf e
=\frac{k}{M}\sum_{\mathbf R}(\mathbf e\cdot\hat{\mathbf n})^2
[1-\cos(\mathbf q\cdot\mathbf R)] .
\label{eq:fcc}
\end{equation}
The bracket is at most 2, and $\sum(\mathbf e\cdot\hat{\mathbf n})^2=12/3=4$, so no squared frequency exceeds $8k/M$. A longitudinal wave with $\mathbf q=(2\pi/a,0,0)$, where $a$ is the cubic lattice constant, reaches this bound: eight neighbours have $(\mathbf e\cdot\hat{\mathbf n})^2=1/2$ and bracket 2, and the other four have $\mathbf e\cdot\hat{\mathbf n}=0$. The top frequency is thus $\omega_m=\sqrt{8k/M}$.

For this host $\mu\omega_m^2=3.359$. With $\omega_m=30$\,meV, a rough value for magnesium, and the mass ratio $M'/M=158.925/24.305=6.539$, Eq.~\eqref{eq:static} gives
\begin{equation}
\omega=\frac{30\ \mathrm{meV}}{\sqrt{6.539\times3.359}}\approx6.4\ \mathrm{meV}.
\end{equation}
This lies near the strong scattering at 6.84\,meV. The static picture gives the scale, but it contains no damping, since the host carries no energy away. It also treats the host as massless. Both faults are removed by the dynamical response.

\subsection{The defect as a local, frequency-dependent perturbation}

With time dependence $e^{-i\omega t}$, the equation of motion of atom $l$ is
\begin{equation}
M_l\omega^2u_l-(\Phi u)_l=0,
\end{equation}
where $M_l=M'$ on site 0 and $M_l=M$ elsewhere. On site 0, write $M'=M-(M-M')$, move the mass difference to the right-hand side and divide by $M$:
\begin{equation}
\omega^2u_0-(Du)_0=\frac{M-M'}{M}\,\omega^2u_0 .
\end{equation}
The other sites have no term on the right. With $P$ the projector on the three displacements of site 0,
\begin{equation}
(\omega^2-D)u=Vu,\qquad V=\varepsilon\omega^2P,\qquad
\varepsilon=1-\frac{M'}{M}.
\label{eq:V}
\end{equation}
A heavy impurity has $\varepsilon<0$. For terbium in the magnesium-mass host, $\varepsilon=-5.539$. The factor $\omega^2$ in $V$ has a simple meaning: extra mass exerts no force in a static displacement, so its effect disappears at zero frequency.

Displacements here are not weighted by the square root of the local mass. This choice confines $V$ to one site. Mass-weighted coordinates would also change the spring terms that connect site 0 to its neighbours.

\subsection{The host response at one site}

The retarded host Green function is
\begin{equation}
G_0(\omega)=(\omega^2+i0-D)^{-1}.
\end{equation}
The term $+i0$ means that $\omega>0$ is approached from the upper half-plane, which selects outgoing waves. Let $g_{\alpha\beta}$ be the $3\times3$ block of $G_0$ on site 0. Every cubic point group contains two-fold rotations about the cubic axes and three-fold rotations about the body diagonals. A two-fold rotation about $z$ reverses $x$ and $y$, so $g_{xz}=-g_{xz}=0$ and $g_{yz}=0$; the other axes remove $g_{xy}$. The three-fold rotation permutes $x,y,z$ and makes the diagonal elements equal. Hence $g_{\alpha\beta}=g\,\delta_{\alpha\beta}$.

In terms of the $3N$ modes with unit polarization vectors $\mathbf e_{\mathbf qj}$,
\begin{equation}
g_{\alpha\alpha}=\frac1N\sum_{\mathbf qj}
\frac{|e_{\mathbf qj,\alpha}|^2}{\omega^2+i0-\omega_{\mathbf qj}^2}.
\end{equation}
Averaging over $\alpha$ and using $\sum_\alpha|e_\alpha|^2=1$ gives
\begin{equation}
g(\omega)=\frac1{3N}\sum_{\mathbf qj}
\frac1{\omega^2+i0-\omega_{\mathbf qj}^2}
=\int_0^{\omega_m}\frac{\rho(\nu)\,d\nu}{\omega^2+i0-\nu^2},
\label{eq:g}
\end{equation}
where $\rho$ is the density of states with $\int\rho\,d\nu=1$. At $\omega=0$ this is $g(0)=-\mu$, the static result of the previous stage.

The imaginary part follows from $\mathrm{Im}\,(x+i0)^{-1}=-\pi\delta(x)$ and, for positive frequencies, $\delta(\omega^2-\nu^2)=\delta(\omega-\nu)/(2\omega)$:
\begin{equation}
\mathrm{Im}\,g(\omega)=-\frac{\pi\rho(\omega)}{2\omega}.
\label{eq:Img}
\end{equation}
It describes energy radiated by a vibrating site into the host modes. As a test, the density obtained from Eq.~\eqref{eq:Img} was integrated up to $0.3\,\omega_m$. It agreed with a direct count of the modes below that frequency to within 2\,\% of the count.

\subsection{The first dynamical correction to the spring}

The real part is a principal-value integral. Split its kernel with the identity
\begin{equation}
\frac1{\omega^2-\nu^2}=-\frac1{\nu^2}
+\frac{\omega^2}{\nu^2(\omega^2-\nu^2)},
\end{equation}
which is verified by putting the right side over a common denominator. Then
\begin{equation}
\mathrm{Re}\,g=-\mu+\omega^2\,\mathrm P\!\int_0^\infty
\frac{\rho(\nu)}{\nu^2(\omega^2-\nu^2)}\,d\nu .
\end{equation}
Here $\rho=0$ above $\omega_m$. One cannot yet set $\omega=0$ under the integral, because $\rho\simeq A\nu^2$ at low frequency. The parabola can be subtracted without changing the result, since
\begin{equation}
\mathrm P\!\int_0^\infty\frac{A\,d\nu}{\omega^2-\nu^2}
=\frac A{2\omega}\left[\ln\left|\frac{\omega+\nu}{\omega-\nu}\right|
\right]_{0}^{\infty}=0 .
\end{equation}
The logarithmic terms on the two sides of $\nu=\omega$ cancel in the principal value. After the subtraction the numerator starts as $\nu^4$, and the limit $\omega\to0$ is finite:
\begin{equation}
\mathrm{Re}\,g=-\mu+\beta\omega^2+\ldots,\qquad
\beta=\int_0^\infty\frac{A\nu^2-\rho(\nu)}{\nu^4}\,d\nu .
\label{eq:beta}
\end{equation}
The sign of $\beta$ depends on the host. The missing modes above the top of the band make it positive. Modes in excess of the acoustic parabola make it negative, and they count with weight $\nu^{-4}$.

The Debye model provides a limit in which everything is explicit. There $\rho=3\nu^2/\omega_D^3$ up to the Debye frequency $\omega_D$, and with $x=\omega/\omega_D<1$
\begin{align}
\mathrm{Re}\,g
&=\frac3{\omega_D^3}\,\mathrm P\!\int_0^{\omega_D}
\frac{\nu^2}{\omega^2-\nu^2}\,d\nu
=\frac3{\omega_D^3}\,\mathrm P\!\int_0^{\omega_D}
\left[-1+\frac{\omega^2}{\omega^2-\nu^2}\right]d\nu\nonumber\\
&=\frac3{\omega_D^3}\left[-\omega_D+\frac\omega2
\ln\frac{\omega_D+\omega}{\omega_D-\omega}\right]
=\frac3{\omega_D^2}\left(-1+x\,\mathrm{artanh}\,x\right).
\label{eq:debye}
\end{align}
Since $\mathrm{artanh}\,x=x+\ldots$, this gives $\mu=3/\omega_D^2$ and $\beta=3/\omega_D^4$. Equation~\eqref{eq:beta} gives the same: the integrand vanishes below $\omega_D$, and above it $\int_{\omega_D}^\infty(3/\omega_D^3)\nu^{-2}d\nu=3/\omega_D^4$. Direct principal-value quadrature at $x=0.3$ and $0.6$ agreed with Eq.~\eqref{eq:debye}, in units of $\omega_D^{-2}$, to within $10^{-7}$.

\subsection{Repeated scattering}

A wave that meets the defect can scatter once, or return through the host to the same site and scatter again. The sum of these processes is
\begin{equation}
T=V+VG_0V+VG_0VG_0V+\ldots
\end{equation}
Each $V$ contains $P$, so only the site block of each intermediate $G_0$ enters: $PG_0P=gP$. Hence $T=tP$ with
\begin{equation}
t=\varepsilon\omega^2\left[1+\varepsilon\omega^2g
+(\varepsilon\omega^2g)^2+\ldots\right].
\label{eq:series}
\end{equation}
This geometric series converges if $|\varepsilon\omega^2g|<1$. A heavy impurity can violate that condition, so the closed form needs a derivation that does not use the series.

The full Green function $G=(\omega^2-D-V)^{-1}$, for $\omega$ in the upper half-plane, satisfies $G=G_0+G_0VG$. This follows on multiplying from the left by $\omega^2-D$. Define $T$ by $TG_0=VG$. Then
\begin{equation}
TG_0=VG_0+VG_0VG=VG_0+VG_0TG_0 .
\end{equation}
Removing the invertible factor $G_0$ on the right gives
\begin{equation}
T=V+VG_0T,\qquad G=G_0+G_0TG_0 .
\label{eq:dyson}
\end{equation}
Solved formally, $T=(1-VG_0)^{-1}V$. It ends in $V$, and by the first equation it also begins with $V$, so it acts on site 0 alone. On that site the equation reads $t=\varepsilon\omega^2+\varepsilon\omega^2g\,t$, and
\begin{equation}
t(\omega)=\frac{\varepsilon\omega^2}{\Delta(\omega)},\qquad
\Delta(\omega)=1-\varepsilon\omega^2g(\omega).
\label{eq:t}
\end{equation}
The real axis is reached as the limit from above wherever $\Delta\neq0$. The series agrees with this result inside its circle of convergence.

Both regimes were tested in a periodic crystal of 64 atoms with the terbium mass on one site. The Green function found by inverting the complete matrix agreed with Eqs.~\eqref{eq:dyson} and \eqref{eq:t} at $\omega/\omega_m=0.12+0.05i$ and at $0.3+0.3i$, to a relative accuracy of about $10^{-5}$. At the first frequency the series through 61 terms reproduced $t$ to a relative error below $10^{-8}$. At the second its error exceeded ten times $|t|$.

\subsection{The motion of the impurity and two limits}

On the defect site the full Green function is
\begin{equation}
G_{00}=g+g\,t\,g
=g\,\frac{1-\varepsilon\omega^2g+\varepsilon\omega^2g}{\Delta}
=\frac g{\Delta}.
\label{eq:G00}
\end{equation}
The denominator that controls the scattering also controls the displacement of the impurity under a force. Equation~\eqref{eq:G00} was tested on a periodic crystal of 13\,824 atoms. The motion of the terbium atom was computed there from its masses and springs by the Lanczos method, without using $g$. At $\omega/\omega_m=0.15$, 0.27 and 0.35, each with imaginary part 0.06, the two agreed to within 2\,\%.

As $\omega\to0$ at fixed mass, $\Delta\to1$ and $t\to\varepsilon\omega^2$, which is single scattering. If instead $|\varepsilon|\to\infty$ at fixed nonzero $\omega$, then
\begin{equation}
t\to-\frac1{g(\omega)},\qquad G_{00}\to0 .
\label{eq:pinned}
\end{equation}
The impurity no longer moves, and the mass drops out: the wave scatters from a pinned site. Single scattering, in contrast, grows without limit as $\varepsilon\omega^2$. This is the sense of the reduction at 11\,meV. The printed ratio of widths there is 0.19. It equals $1/|\Delta|^2$, as shown in the second half, so $|\Delta|\approx2.3$. The terbium atom is then on the way from the free to the pinned limit.

\section{Second half: the resonance and the lifetime of phonons}

\subsection{Symbols and results carried over}

The impurity has mass $M'$ in a host of mass $M$, and $\varepsilon=1-M'/M$. The density of states $\rho$ is normalized to one and behaves as $A\omega^2$ at low frequency; $\mu=\langle\omega^{-2}\rangle$; $\omega_m$ is the top host frequency and $\omega_D$ the Debye frequency. The site T-matrix is $t$ times the $3\times3$ unit matrix, with
\begin{equation}
t=\frac{\varepsilon\omega^2}{\Delta},\quad
\Delta=1-\varepsilon\omega^2g,\quad
\mathrm{Re}\,g=-\mu+\beta\omega^2+\ldots,\quad
\mathrm{Im}\,g=-\frac{\pi\rho}{2\omega}.
\label{eq:recall}
\end{equation}

\subsection{Where the real part vanishes}

For a heavy impurity $\varepsilon=-|\varepsilon|$, and
\begin{equation}
\mathrm{Re}\,\Delta=1+|\varepsilon|\omega^2\,\mathrm{Re}\,g
\simeq1-|\varepsilon|\omega^2(\mu-\beta\omega^2).
\label{eq:ReD}
\end{equation}
Let $\omega_r$ be its lowest zero. To leading order for large $|\varepsilon|$,
\begin{equation}
\omega_r^2\simeq\omega_0^2=\frac1{|\varepsilon|\mu}
=\frac{M}{(M'-M)\langle\omega^{-2}\rangle}.
\label{eq:w0}
\end{equation}
The static spring of the first half gave $M'$ in place of $M'-M$. The difference arises because $g$ is the response of a complete host, which already has an atom of mass $M$ on the site; only the excess mass is added. The two forms agree as $M'/M\to\infty$.

For the next order, write the zero of Eq.~\eqref{eq:ReD} as $\omega_r^2=\omega_0^2/(1-\beta\omega_r^2/\mu)$ and replace $\omega_r$ by $\omega_0$ in the small term:
\begin{equation}
\omega_r^2\simeq\omega_0^2\left(1+\frac{\beta}{\mu}\omega_0^2\right)
=\omega_0^2\left(1+\frac{\beta}{\mu^2|\varepsilon|}\right).
\label{eq:next}
\end{equation}
In the Debye model $\beta/\mu^2=(3/\omega_D^4)/(9/\omega_D^4)=1/3$, so the resonance lies above $\omega_0$. The fcc host behaves differently. The quantity $|\varepsilon|(\omega_r^2/\omega_0^2-1)$ is $-0.179$, $-0.180$ and $-0.180$ for $|\varepsilon|=20$, 40 and 80. Its constancy confirms the $1/|\varepsilon|$ form, and its sign means that $\beta<0$. According to Eq.~\eqref{eq:beta}, the modes in excess of the acoustic parabola, weighted by $\nu^{-4}$, outweigh the missing modes above the band. The limit itself was tested at $|\varepsilon|=80$ with $\mu$ obtained separately from the static response: $\omega_r^2|\varepsilon|\mu$ equalled one to within 1\,\%.

For terbium, Eq.~\eqref{eq:w0} gives
\begin{equation}
\omega_0=\frac{30\ \mathrm{meV}}{\sqrt{5.539\times3.359}}=6.96\ \mathrm{meV}.
\end{equation}
Equation~\eqref{eq:next} multiplies this by $\sqrt{1-0.180/5.539}=0.984$ and gives 6.84\,meV, the value found from the full $g$. It corresponds to 1.65\,THz.

The single-site T-matrix is now known in closed form, and for terbium in the magnesium-like host the real part of its denominator vanishes at 6.84\,meV. It remains to find when such a resonance is absent, how wide it is, what phonon lifetime many impurities produce, and what the model leaves out.
